# Why a saturated precursor pulse can still grow a nonuniform film

A calculated film, grown by 1000 cycles of alternating pulses in a channel 300 mm long, is 50.0 nm thick at the gas inlet and 45.1 nm at the outlet. A precursor pulse that is too short could cause such a difference. Yet each pulse lasts 200 ms, and at the outlet 51 ms of exposure is enough to leave one surface site in a thousand free. A longer pulse would therefore add almost nothing.

The resolution lies in the word "saturated". It means that no free sites are left. It does not say what occupies them. If the adsorption reaction releases a by-product that binds to the same sites and stays there, a saturated surface is a mixture, and its composition can vary along the channel.

## What one patch of surface remembers

Let $\phi$ be the fraction of free sites on a small patch, and $\theta_A$ the fraction holding precursor A. Each molecule takes one site. Precursor and by-product B adsorb at rates $r_A(t)$ and $r_B(t)$ per free site, and neither desorbs:

$$\frac{d\phi}{dt}=-(r_A+r_B)\phi,\qquad \frac{d\theta_A}{dt}=r_A\phi .$$

The patch starts with $\phi=1$, $\theta_A=0$. Dividing the second equation by the first gives $d\theta_A=-[r_A/(r_A+r_B)]\,d\phi$. Saturation takes $\phi$ from 1 to 0, and reversing the limits removes the minus sign:

$$\theta_A(\infty)=\int_0^1\frac{r_A}{r_A+r_B}\,d\phi=\int_0^1\frac{d\phi}{1+R},\qquad R=\frac{r_B}{r_A}.$$

The final coverage is thus an average over sites as they are filled, not over time. If $R$ is constant, it is $1/(1+R)$. If $R$ changes, the order of events matters. Give the patch a dose $\int r\,dt=8$ of each species, one after the other. With the by-product first, the precursor finds only $e^{-8}=0.0003$ of the sites free. With the precursor first, it takes $1-e^{-8}=0.9997$ of them. The doses are equal, but the films are not.

Competition by itself does not make a film nonuniform. If $R$ had the same constant value everywhere, growth would be slower but even. A gradient can arise when the ratio differs from place to place, and a flow channel supplies such a difference: gas moving downstream loses precursor and carries along by-product released upstream, so the ratio of by-product to precursor rises.

## The channel

Take gas in plug flow at speed $u$, with temperature $T$ and wall area per volume $S/V$. Plug flow means uniform speed and composition across the gap, with no diffusion along the channel. The precursor is dilute, so adsorption does not change $u$. The walls start clean, with $s_0$ sites per area.

Kinetic theory gives a wall flux $p_i\bar v_i/(4k_BT)$ for partial pressure $p_i$, where $k_B$ is Boltzmann's constant, $m_i$ is the molecular mass and $\bar v_i=\sqrt{8k_BT/\pi m_i}$. A fraction $\beta_i\phi$ of the impacts sticks, with $\beta_i\ll1$. To keep the symbols apart, define wall speeds $w_i=\beta_i\bar v_i/4$. Then

$$r_i=\frac{w_ip_i}{k_BT\,s_0},\qquad \kappa=\frac{w_B}{w_A},\qquad R=\kappa\frac{p_B}{p_A}.$$

Each adsorbed precursor molecule releases $\nu$ by-product molecules. An adsorbed by-product releases nothing. The gas balances are

$$\frac{\partial p_A}{\partial t}+u\frac{\partial p_A}{\partial x}=-\frac SV w_A\phi p_A,$$

$$\frac{\partial p_B}{\partial t}+u\frac{\partial p_B}{\partial x}=\frac SV\phi(\nu w_Ap_A-w_Bp_B).$$

Use the retarded time $\tau=t-x/u$, the time since the gas front passed $x$. Then $\partial_t=\partial_\tau$ at fixed $x$, while $\partial_x$ at fixed $t$ becomes $\partial_x-u^{-1}\partial_\tau$. The time derivatives cancel, and each left side reduces to $u\,\partial p_i/\partial x$ at fixed $\tau$.

Gas is changed only where it passes free sites. This suggests measuring distance by the free sites passed:

$$\zeta(x,\tau)=\frac{S}{V}\frac{w_A}{u}\int_0^x\phi(x',\tau)\,dx'.$$

Since $\partial\zeta/\partial x=(S/V)(w_A/u)\phi$, the factor $\phi$ drops out of both balances:

$$\frac{dp_A}{d\zeta}=-p_A,\qquad \frac{dp_B}{d\zeta}=\nu p_A-\kappa p_B .$$

With inlet pressures $p_0$ and zero, the first gives $p_A=p_0e^{-\zeta}$. Write $p_B=p_0b(\zeta)$ and multiply the second by $e^{\kappa\zeta}$. Its left side and sink combine into $d(e^{\kappa\zeta}b)/d\zeta=\nu e^{(\kappa-1)\zeta}$. Integration from zero gives

$$b(\zeta)=\nu\,\frac{e^{-\zeta}-e^{-\kappa\zeta}}{\kappa-1},\qquad R(\zeta)=\kappa b\,e^{\zeta}=\nu\kappa\,\frac{e^{(1-\kappa)\zeta}-1}{1-\kappa}.$$

At $\kappa=1$ the limits are $b=\nu\zeta e^{-\zeta}$ and $R=\nu\zeta$. The derivative $dR/d\zeta=\nu\kappa e^{(1-\kappa)\zeta}$ is positive, so passing more free sites always raises the by-product's relative rate in this model.

## The saturated profile

The walls fill during the pulse, so $\zeta$ at a fixed place falls. Measure exposure by the dose $s$, with $ds=w_Ap_0\,d\tau/(k_BTs_0)$. The site equation becomes

$$\frac{\partial\phi}{\partial s}=-(e^{-\zeta}+\kappa b)\phi .$$

Multiply by $(S/V)(w_A/u)$ and integrate from the inlet to $x$. The left side is $\partial\zeta/\partial s$. On the right, $(S/V)(w_A/u)\phi\,dx'=d\zeta'$, so

$$\frac{\partial\zeta}{\partial s}=-g(\zeta),\qquad g(\zeta)=\int_0^\zeta(e^{-q}+\kappa b(q))\,dq .$$

The first term integrates to $1-e^{-\zeta}$. For the second, the gas balance gives $\kappa b=\nu e^{-q}-db/dq$, which integrates to $\nu(1-e^{-\zeta})-b(\zeta)$. Hence

$$g(\zeta)=(1+\nu)(1-e^{-\zeta})-b(\zeta).$$

At first contact all sites are free, and $\zeta$ equals

$$z=\frac SV\frac{w_A}{u}x .$$

Each place therefore obeys its own ordinary differential equation, with solution $s=\int_\zeta^z dq/g(q)$. Differentiate this with respect to $z$ at fixed $s$:

$$0=\frac1{g(z)}-\frac1{g(\zeta)}\frac{\partial\zeta}{\partial z}.$$

The definitions of $\zeta$ and $z$ give $\partial\zeta/\partial z=\phi$, so $\phi=g(\zeta)/g(z)$. Precursor coverage grows as $\partial\theta_A/\partial s=e^{-\zeta}\phi$. Near zero $g\approx\zeta$, so a long pulse drives $\zeta$ to zero. Replacing $ds$ by $-d\zeta/g(\zeta)$ then gives

$$\theta_A(x,\infty)=\int_0^z e^{-\zeta}\,\frac{g(\zeta)}{g(z)}\,\frac{d\zeta}{g(\zeta)}=\frac{1-e^{-z}}{(1+\nu)(1-e^{-z})-b(z)} .$$

The numerator is the precursor taken up between the inlet and $x$ by clean walls. The denominator is the total uptake of both species there. Thus the final composition at one point equals the composition of the first uptake over the whole stretch upstream of it.

Inlet pressure, site density and pulse length have disappeared. Pressure and site density set how quickly the profile forms, not its final shape. A pulse whose inlet pressure varies gives the same result if its total dose is large enough, because the by-product in each slice of gas came from precursor in that same slice, and both pressures scale together.

Since $g$ is the integral of $(1+R)e^{-q}$, the result can also be written

$$\frac1{\theta_A}=1+\frac{\int_0^zR(q)e^{-q}\,dq}{\int_0^ze^{-q}\,dq}.$$

The last term is a weighted mean of $R$ between 0 and $z$. Because $R$ rises with $q$, extending the range raises the mean. Coverage therefore falls steadily downstream whenever $\nu$ and $\kappa$ are positive. With $\kappa=0$, $R$ vanishes and $\theta_A=1$ everywhere: release of a by-product is harmless here if it does not stick.

## Numbers for the 300 mm channel

The example lies in the regime of titanium dioxide growth from TiCl$_4$ and water, with HCl as the by-product. It uses 473 K, a nitrogen pressure of 1 Torr, 0.05 Torr of TiCl$_4$, a 10 mm gap and a flow speed of 5 m/s. The assumed sticking probabilities are $5\times10^{-3}$ for TiCl$_4$ and $1\times10^{-4}$ for HCl, with $\nu=1$.

The two walls give $S/V=2/(10\ \mathrm{mm})=200\ \mathrm{m^{-1}}$. The mean molecular speeds are 230 and 524 m/s, so $w_A=0.287$ m/s, $w_B=0.0131$ m/s and $\kappa=0.0456$. At the outlet

$$z=\frac{200\times0.2872\times0.300}{5.0}=3.45 .$$

Gas that has crossed the clean channel retains $e^{-z}=0.032$ of its precursor and carries by-product at $b=0.862$ of the inlet precursor pressure. Therefore

$$\theta_A=\frac{0.968}{2\times0.968-0.862}=0.901 .$$

I take 1.5 sites per nm$^2$ and 30 titanium atoms per nm$^3$ of film. Full coverage then adds $1.5/30=0.050$ nm per cycle. This assumes that the water pulse restores every site, including those blocked by chloride, and that growth is proportional to $\theta_A$. With $\nu=1$ the water pulse itself releases the other three HCl per titanium atom. The model assumes that none of this HCl stays on the walls, and a real process need not satisfy that assumption.

| $x$ (mm) | $R$ at first contact | Final $\theta_A$ | Film after 1000 cycles (nm) |
|---|---:|---:|---:|
| 0 | 0 | 1.000 | 50.0 |
| 100 | 0.095 | 0.970 | 48.5 |
| 200 | 0.381 | 0.936 | 46.8 |
| 300 | 1.235 | 0.901 | 45.1 |

The outlet ratio looks inconsistent with the outlet coverage. By-product initially adsorbs faster than precursor there, and a constant $R=1.235$ would give a coverage of only 0.45. But that ratio does not last. As the upstream walls fill, they stop removing precursor and stop releasing by-product.

The relation $\phi=g(\zeta)/g(z)$ shows how few sites are filled under the bad initial conditions. When $\zeta$ at the outlet has fallen to 1.149, the gas there has the ratio first seen at 100 mm, $R=0.095$. The main result gives $g(1.149)=(1-e^{-1.149})/0.970=0.704$, while $g(z)=1.074$ at the outlet. Their quotient is 0.66. Two thirds of the outlet sites are still free when the ratio has dropped from 1.235 to 0.095, and they fill mostly with precursor. The relevant mean ratio is $1/0.901-1=0.11$.

The saturation time follows from the same relation. Setting $\phi=10^{-3}$ at the outlet and evaluating $s=\int dq/g$ numerically gives $s=10.0$. The initial inlet adsorption rate, $w_Ap_0/(k_BTs_0)$, is 195 s$^{-1}$, so the time after the front arrives is $10.0/195$ s, or 51 ms.

## Short channels, long channels and sticky by-products

Near the inlet, for small $z$ and $\kappa z$, $R\approx\nu\kappa q$ and the weight $e^{-q}$ is nearly one. The mean ratio is then $\nu\kappa z/2$, so

$$1-\theta_A\approx\frac{\nu\kappa z}{2}.$$

The factor one half has a direct meaning. For small $\zeta$, $g\approx\zeta$ and hence $\phi\approx\zeta/z$. The local ratio falls in proportion to the remaining free sites, and its average is half its first value.

This limit shows what flow speed does. Doubling $u$ halves $z$ at a given place. With the inlet partial pressure, sticking and geometry held fixed, the full formula raises the outlet coverage from 0.901 to 0.954. The price is a doubled precursor flow during the pulse. In plug flow, raising the precursor pressure instead leaves the saturated profile unchanged while the gas remains dilute.

Far downstream, both $e^{-z}$ and $b$ vanish and

$$\theta_A\to\frac1{1+\nu}.$$

Clean walls upstream have then taken up every precursor molecule and all $\nu$ by-products released by each. For $\nu=1$ the limit is one half. For $\kappa\le1$ this requires $\kappa z\gg1$. In the example $\kappa z=1$ lies about 1.9 m from the inlet, so the 300 mm channel is far from the plateau.

A very sticky by-product, $\kappa\gg1$, behaves differently. The ratio becomes $R=\nu\kappa(1-e^{-(\kappa-1)\zeta})/(\kappa-1)$, which approaches $\nu$ once $\zeta$ exceeds a few times $1/\kappa$. Coverage depends on the mean of $R$ from the inlet, which lags behind $R$ itself. It falls most of the way to $1/(1+\nu)$ within a short inlet zone, where $z$ is a few times $1/\kappa$, and changes little once $z$ exceeds about ten times $1/\kappa$. Very strong competition can thus give a more even film over most of the channel, though a thinner one. Moderately stronger competition need not: over the last 270 mm of the example channel, coverage varies by about 10% of its mean at $\kappa=0.0456$, 14% at $\kappa=10$ and 1% at $\kappa=100$. With the precursor sticking assumed here, the last case would need an HCl sticking probability of 0.22, which strains the assumption $\beta_i\ll1$.

## When the by-product can leave

Irreversibility is essential to the saturated gradient. If by-product desorbs while precursor is still supplied, each vacated site gets another chance to capture precursor. Precursor never leaves in this model, so a long enough pulse ends with precursor on every site. Desorption during the following purge does not help in this way, because it leaves an empty site.

For an assumed binding energy of 1.5 eV and attempt rate of $10^{13}$ s$^{-1}$, the desorption rate at 473 K is $10^{13}e^{-1.5\,\mathrm{eV}/k_BT}\approx1\times10^{-3}$ s$^{-1}$. About $2\times10^{-4}$ of the adsorbed by-product would leave during a 200 ms pulse, so treating it as fixed is consistent with that energy. The conclusion depends strongly on the assumed value: at 1.15 eV the mean lifetime at 473 K would equal the pulse length, and at 1.0 eV the gradient would disappear within the pulse. At 1.5 eV, the lifetime equals the pulse length near 615 K. That temperature is proportional to the assumed energy and is not a process recommendation.

## How far the model can be trusted

Real gas diffuses both along the channel and across the gap. Hard-sphere kinetic theory, with rough molecular diameters of 0.60, 0.33 and 0.37 nm for TiCl$_4$, HCl and N$_2$, gives diffusivities $D$ in nitrogen of 0.0125 m$^2$/s for TiCl$_4$ and 0.030 m$^2$/s for HCl. Cross-gap transport was represented by a transfer speed $7.54D/(2\times\mathrm{gap})$, the value for a flat channel with fixed wall concentration. The supply across the gap was set equal to the net adsorption at the wall.

A finite-volume solution of these extended equations, with the reactive walls continued 60 mm past the outlet, gives coverages of 0.998 near the inlet and 0.916 at 300 mm. The difference is 0.082 instead of 0.099. Transport therefore weakens the gradient by about a sixth in this example but does not remove it. Almost all of the change comes from diffusion along the channel: cross-gap resistance alone leaves the outlet coverage within 0.001 of the plug-flow value, independent of pressure. The third digit is not secure. Changing both diffusivities by 30% moves the outlet coverage by about 0.003, and resolving the laminar velocity profile or ending the reactive walls at the outlet raises it by about 0.001. Diffusion along the channel also mixes neighbouring slices of gas, so the saturated profile is no longer exactly independent of inlet pressure: halving the TiCl$_4$ pressure to 0.025 Torr lowers the outlet coverage from 0.916 to 0.908.

Two other omissions are smaller. Laminar flow between plates gives a pressure drop of about 3% of the carrier pressure, using a hard-sphere nitrogen viscosity. At first contact, the walls remove an amount of gas equal to $0.05(1-e^{-z}-b)$, or 0.5% of the carrier.

The surface chemistry is less secure. The temperature, pressure and growth of 0.05 nm per cycle are roughly typical of the TiCl$_4$ and water process, but the sticking probabilities are assumptions, and the calculated gradient is not a measured one. TiCl$_4$ may react with more than one surface hydroxyl group and release more HCl. With $\nu=2$ and everything else fixed, including one site per precursor, the outlet coverage falls from 0.90 to 0.82. HCl may also react with hydroxyl groups to form water, which can itself react with TiCl$_4$. The model omits that path and cannot say how far it would change the profile.

The pulse length offers a useful but limited diagnosis. A gradient caused only by unfilled sites can grow at first if the pulse is very short, but it vanishes once the pulse is long enough. One caused by irreversible site blocking approaches a fixed profile. A gradient that remains when still longer pulses no longer change the film is therefore consistent with blocking, but does not prove it: a temperature difference along the channel, for example, could also change the saturated growth. In the blocking model, the remedy must change the history of $R$, for example through fewer wall collisions per transit, a less sticky by-product or a different precursor. More time with the same gas cannot replace molecules that do not leave.
